\section*{Many-site interactions from embedding derivatives in a nearest-neighbour alloy model}

\section*{Question}

I am trying to turn an embedded-atom energy for a binary alloy into a cluster expansion, and I am stuck on the many-site terms. The atoms sit on a rigid lattice, each with $z$ distinct nearest neighbours, and the energy is
\begin{equation}
E=\sum_i F_{s_i}(\rho_i)+\frac12\sum_i\sum_{j\in nn(i)}\phi_{s_is_j},
\qquad \rho_i=\sum_{j\in nn(i)}f_{s_j}.
\label{eq:eam}
\end{equation}
Here $s_i$ is A or B, $f_s$ is the density an atom of species $s$ gives to each neighbour, $F_s$ is the embedding function and $\phi_{ss'}=\phi_{s's}$ is a pair energy. I use spins $\sigma_i=+1$ for A and $-1$ for B.

I was told that the $n$th derivative of the embedding function generates $n$-site interactions among sites sharing a common neighbour. So I Taylor-expanded $F$ about the mean density. The fourth-order term contains $(\sum_j\sigma_j)^4$, but since $\sigma_j^2=1$ this also contains pairs and a constant. Does the fourth derivative then belong to the four-site interaction or to the pair interaction? And what happens when $F_A\neq F_B$?

I would like to see this worked out for fcc with $F_s=-c_s\sqrt\rho$, including how far the pair interaction reaches and whether the many-site terms matter for ordered compounds.

\section*{Answer}

The fourth derivative at the mean density contributes to both. The statement you were told holds at leading order, and it becomes exact if the derivative is averaged over a definite distribution of densities. Different embedding functions add clusters that contain the central site itself.

\subsection*{The energy in spins}

A function of one spin is linear in it, so
\begin{equation}
f_{s_j}=\frac{f_A+f_B}{2}+a\sigma_j,\qquad a=\frac{f_A-f_B}{2}.
\end{equation}
Summing over the neighbours of $i$ gives
\begin{equation}
\rho_i=\bar\rho+aS_i,\qquad \bar\rho=\frac{z(f_A+f_B)}2,\qquad S_i=\sum_{j\in nn(i)}\sigma_j .
\end{equation}
In the same way,
\begin{equation}
F_{s_i}(\rho)=\bar F(\rho)+\sigma_i\Delta(\rho),\qquad
\bar F=\frac{F_A+F_B}2,\quad \Delta=\frac{F_A-F_B}2 .
\end{equation}
The pair energy is $\phi_{ss'}=\phi_0+\phi_1(\sigma+\sigma')+\phi_2\sigma\sigma'$. Inserting the species pairs AA, BB and AB gives three equations, with solution
\begin{equation}
\phi_0=\frac{\phi_{AA}+\phi_{BB}+2\phi_{AB}}4,\quad
\phi_1=\frac{\phi_{AA}-\phi_{BB}}4,\quad
\phi_2=\frac{\phi_{AA}+\phi_{BB}-2\phi_{AB}}4 .
\end{equation}

\subsection*{What your Taylor term contains}

Let $e_n$ be the sum of all products of $n$ distinct neighbour spins of one centre. Squaring $S$ gives $S^2=z+2e_2$, hence $S^4=z^2+4ze_2+4e_2^2$. In $e_2^2$, two equal pairs give 1, which happens $z(z-1)/2$ times. Two pairs sharing one site leave a product $\sigma_j\sigma_k$; the shared site can be chosen in $z-2$ ways and the two factors ordered in 2 ways. Two disjoint pairs make a four-site product, and each four-site set arises in 6 ordered ways. Therefore
\begin{align}
e_2^2&=\frac{z(z-1)}2+2(z-2)e_2+6e_4,\\
S^4&=24e_4+(12z-16)e_2+3z^2-2z .
\end{align}
For $z=12$ the coefficients are 24, 128 and 408. In general $S^n$ contains $n!\,e_n$, because $n$ distinct spins can be drawn from the $n$ factors in $n!$ orders. Each coincidence of two spins removes two sites, so the other terms have orders $n-2,n-4,\ldots$. The $n!$ cancels the Taylor denominator, which gives the leading estimate $a^n\bar F^{(n)}(\bar\rho)$ for the coefficient of $e_n$.

\subsection*{Collecting all contributions}

It is easier to avoid the Taylor series. Let $T$ shift the density by $a$: $TF(\rho)=F(\rho+a)$. Then $\bar F(\bar\rho+aS_i)=\prod_jT^{\sigma_j}\bar F(\bar\rho)$. For a single spin,
\begin{equation}
T^{\sigma_j}=C+\sigma_jR,\qquad C=\frac{T+T^{-1}}2,\quad R=\frac{T-T^{-1}}2,
\end{equation}
as inserting $\sigma_j=\pm1$ confirms. Multiplying out the product over $j$, a term with $n$ chosen spins carries $R$ from those sites and $C$ from the other $z-n$. Thus
\begin{equation}
\bar F(\rho_i)=\sum_{n=0}^zJ_ne_n,\qquad J_n=R^nC^{z-n}\bar F(\bar\rho).
\label{eq:J}
\end{equation}
With $D=d/d\rho$ one has formally $T=e^{aD}$, $R=\sinh aD$ and $C=\cosh aD$. Equation~\eqref{eq:J} itself needs no convergent series: it is a finite combination of $\bar F$ at the $z+1$ densities $\bar\rho+a(z-2k)$, $k=0,\ldots,z$.

To see the derivative, suppose $\bar F$ is $n$ times continuously differentiable between the extreme densities. The fundamental theorem of calculus gives
\begin{equation}
RF(\rho)=\frac{F(\rho+a)-F(\rho-a)}2
=a\,\frac12\int_{-1}^{1}F'(\rho+au)\,du .
\end{equation}
So $R$ is $a$ times a derivative averaged over a uniform shift, while $C$ averages over the two shifts $\pm a$. Applying $R$ $n$ times and $C$ $z-n$ times,
\begin{equation}
J_n=a^n\left\langle\bar F^{(n)}(\bar\rho+aX)\right\rangle,\qquad
X=\sum_{l=1}^{n}u_l+\sum_{m=1}^{z-n}\epsilon_m,
\label{eq:avg}
\end{equation}
with independent $u_l$ uniform on $[-1,1]$ and independent random signs $\epsilon_m=\pm1$. This is the exact form of the claim.

Two consequences follow. If $\bar F^{(n)}$ has one sign over the range, $J_n/a^n$ has that sign. If $\bar F$ is a polynomial of degree $m\le z$, then $J_n=0$ for $n>m$ and $J_m=a^m\bar F^{(m)}$.

For smooth $\bar F$ and small $a$, expand in $aX$. The mean of $X$ vanishes, and since $\langle u^2\rangle=1/3$ and $\langle\epsilon^2\rangle=1$,
\begin{align}
\langle X^2\rangle&=\frac n3+z-n=z-\frac{2n}3,\\
J_n&=a^n\left[\bar F^{(n)}+\frac{a^2}{2}\left(z-\frac{2n}3\right)\bar F^{(n+2)}+O(a^4)\right]_{\bar\rho}.
\label{eq:corr}
\end{align}
Your fourth derivative appears here as the first correction to the pair coefficient.

When $F_A\ne F_B$, the term $\sigma_i\Delta(\rho_i)$ expands identically:
\begin{equation}
\sigma_i\Delta(\rho_i)=\sigma_i\sum_{n=0}^zK_ne_n,\qquad K_n=R^nC^{z-n}\Delta(\bar\rho).
\end{equation}
Here an $n$th derivative produces an $(n+1)$-site cluster: the centre and $n$ of its neighbours. If instead $f_A=f_B$, then $a=0$, every $J_n$ and $K_n$ with $n\ge1$ vanishes, and the embedding energy depends on the alloy configuration only through the one-site term $K_0\sigma_i$.

\subsection*{From one centre to the lattice}

Write $E=\sum_\alpha V_\alpha\prod_{i\in\alpha}\sigma_i$, each cluster $\alpha$ counted once. Let $N(\alpha)$ be the number of sites that are neighbours of every site in $\alpha$. Each such site supplies one $J_n$, so for a cluster of $n\ge1$ sites
\begin{equation}
V_\alpha=N(\alpha)J_n+M(\alpha)K_{n-1}+P_\alpha .
\end{equation}
$M(\alpha)$ counts the members of $\alpha$ that have all its other members as neighbours. The pair potential supplies $P_\alpha=z\phi_1$ for a single site, $\phi_2$ for a nearest-neighbour pair and zero otherwise. The constant in $E$ is $J_0+z\phi_0/2$ per site.

For fcc pairs, use coordinates in half cubic lattice constants. A common neighbour is a way to write the separation as an ordered sum of two nearest-neighbour vectors. For $(1,1,0)$ the first vector can be $(1,0,\pm1)$ or $(0,1,\pm1)$; for $(2,0,0)$ it can be $(1,\pm1,0)$ or $(1,0,\pm1)$; for $(2,1,1)$ it can be $(1,1,0)$ or $(1,0,1)$; for $(2,2,0)$ just $(1,1,0)$. Hence $N=4,4,2,1$ in shells 1 to 4. These shells have 12, 6, 24 and 12 members, and
\begin{equation}
12\cdot4+6\cdot4+24\cdot2+12\cdot1=132=12\cdot11,
\end{equation}
which accounts for all ordered choices with nonzero sum. There are no common neighbours beyond shell 4. A nearest-neighbour embedded-atom model therefore has pair interactions out to the fourth shell when $J_2\neq0$.

\subsection*{Why curvature is needed}

Suppose $F_s=\lambda_s\rho$. Then
\begin{equation}
\sum_i\lambda_{s_i}\rho_i=\frac12\sum_i\sum_{j\in nn(i)}\left(\lambda_{s_i}f_{s_j}+\lambda_{s_j}f_{s_i}\right),
\end{equation}
because exchanging the labels $i,j$ maps one half of the right side to the other. This is a nearest-neighbour pair energy. Linear parts of $F_s$ can thus be moved into $\phi$ without changing $E$. Moving $\lambda_s\rho$ out of $F_s$ and into $\phi$ changes $2K_1$ by $-a(\lambda_A-\lambda_B)$ and $\phi_2$ by $+a(\lambda_A-\lambda_B)$. Their sum has physical meaning in this model; the separate values depend on the chosen division.

\subsection*{An fcc example}

Take the round model parameters $f_A=1.5$, $f_B=0.5$ (density units), $c_A=0.60$, $c_B=0.50$ eV per square root of density unit, and $\phi_{AA},\phi_{AB},\phi_{BB}=0.16,0.12,0.10$ eV. They represent no particular material. Then $\bar\rho=12$, $a=0.5$, $\phi_2=5$ meV and $\bar F=-0.55\sqrt\rho$ eV.

For the pair coefficient, $\bar F''=(0.55/4)\rho^{-3/2}$ gives $a^2\bar F''(\bar\rho)=826.9\ \mu$eV. Since $\bar F^{(4)}/\bar F''=15/(4\rho^2)$, equation~\eqref{eq:corr} multiplies this by
\begin{equation}
1+\frac{0.25}{2}\left(12-\frac43\right)\frac{15}{4\cdot144}=1.0347,
\end{equation}
or $855.6\ \mu$eV, against the full $J_2=857.8\ \mu$eV. The local derivative alone is low by 3.6\% of $J_2$. At sixth order it gives $0.147\ \mu$eV instead of $0.193\ \mu$eV, a deficit of 24\% of $J_6$.

The next coefficients are $J_3=-56.1$ and $J_4=6.18\ \mu$eV. Their signs alternate because successive derivatives of $-\sqrt\rho$ do and $a>0$. At leading order
\begin{equation}
\frac{J_{n+1}}{J_n}\approx\frac a{\bar\rho}\left(\frac12-n\right),
\end{equation}
which is $-0.063$ for $n=2$; the full ratio is $-0.065$.

Small coefficients can belong to many clusters. In a random equiatomic alloy distinct spin products are uncorrelated and have unit mean square, so
\begin{equation}
\mathrm{Var}\,\bar F(\rho_i)=\sum_{n=1}^{z}\binom znJ_n^2 .
\end{equation}
The first three orders have root-mean-square sizes 138.6, 6.97 and 0.83 meV. From first to second order the coefficient falls by a factor of 47, but this size falls by a factor of 20.

The first-shell pair interaction is a sum of competing parts:
\begin{equation}
V_1=4J_2+2K_1+\phi_2=3.431-7.272+5.000=1.159\ \text{meV}.
\end{equation}
The other shells have $V_2=4J_2=3.431$, $V_3=2J_2=1.716$ and $V_4=J_2=0.858$ meV. The second shell is therefore stronger than the first. A positive $V$ favours unlike atoms at that separation.

\subsection*{Ordered compounds}

Formation energies are taken relative to pure A and pure B at the same fixed lattice spacing. Constants and single-site terms cancel, being linear in composition. An unlike pair changes $\sigma\sigma'$ from 1 to $-1$, so the pair part is $-2V$ times the number of unlike pairs per atom. L1$_0$ has 4 such pairs in shell 1, 8 in shell 3 and none in shells 2 and 4. For L1$_2$ the numbers are 3, 6 and none. Thus
\begin{align}
E_{\mathrm{L1_0}}^{(2)}&=-8V_1-16V_3=-36.72\ \text{meV/atom},\\
E_{\mathrm{L1_2}}^{(2)}&=-6V_1-12V_3=-27.54\ \text{meV/atom}.
\end{align}
The full L1$_0$ value is $-38.93$ meV/atom, so pairs miss 2.21 meV/atom. Including clusters of up to four sites gives $-38.83$.

At pair level A$_3$B and AB$_3$ are degenerate, since exchanging A and B reverses every spin and leaves pair products unchanged. Odd clusters of three or more sites split them. In A$_3$B an A centre has 8 A and 4 B neighbours. The coefficients of $t^2$ and $t^3$ in $(1+t)^8(1-t)^4$ give $e_2=2$, $e_3=-12$. A B centre has 12 A neighbours, so $e_2=66$, $e_3=220$. The averages per atom are
\begin{align}
\langle e_3\rangle&=\tfrac34(-12)+\tfrac14(220)=46,\\
\langle\sigma e_2\rangle&=\tfrac34(2)-\tfrac14(66)=-15 .
\end{align}
The pure phases, weighted $3/4$ and $1/4$, give $110$ and $33$. The three-site contribution is therefore
\begin{equation}
(46-110)J_3+(-15-33)K_2=3.588-3.743=-0.155\ \text{meV/atom},
\end{equation}
using $K_2=77.99\ \mu$eV. It has the opposite sign for AB$_3$. The third derivative of $\bar F$ and the second derivative of $\Delta$ nearly cancel here, so omitting the centre-containing triplets would give the wrong sign. The three-site splitting is 0.31 meV/atom; the full values, $-28.70$ for A$_3$B and $-28.32$ for AB$_3$, differ by 0.38.

A negative formation energy does not make these structures ground states. The random equiatomic alloy has mixing energy $-45.03$ meV/atom, below L1$_0$. The pair terms show why: L1$_0$ has like atoms throughout shells 2 and 4. Relative to the random alloy this costs $3V_2+6V_4=15.44$ meV/atom, while shells 1 and 3 return $2V_1+4V_3=9.18$. Some other arrangement must lie at or below the random average, but these data do not identify it. The L1$_2$ phases are in the same position: averaging the local energy over binomial neighbour counts gives $-31.23$ meV/atom for the random alloy with 75\% A and $-37.10$ meV/atom with 25\% A, below A$_3$B and AB$_3$ respectively.

\subsection*{Checks and limits}

The numerical output below includes a test on a 16-site periodic triangular lattice: all 65536 cluster coefficients, projected directly from the total energy, agree with the formula for $V_\alpha$ to about $10^{-14}$ eV.

The result relies on fixed sites and nearest-neighbour densities. A longer density range enlarges the set of sites sharing a centre and gives different $a$ values to different shells. Relaxation makes the densities depend on displacements, so these coefficients no longer describe the relaxed energy. If $f_B=0$, an atom surrounded by B has $\rho=0$, where derivatives of $\sqrt\rho$ diverge. The expansion about $\bar\rho$ then needs care, but the finite-difference form~\eqref{eq:J} still holds.

\section*{Calculated quantities}
\begin{verbatim}
densities f_A, f_B = 1.50, 0.50 density units
embedding c_A, c_B = 0.60, 0.50 eV per sqrt(density unit)
phi_AA, phi_AB, phi_BB = 0.16, 0.12, 0.10 eV
fcc: z = 12, rho_mean = 12.00, a = 0.50 density units
phi0, phi1, phi2 = 125.000, 15.000, 5.000 meV
S^4 for z=12: coefficients of e4, e2, e0 = 24, 128, 408
J_0 = -1.900198 eV, K_0 = -0.172745 eV
n: J_n | a^n F^(n)(rho_mean) | with leading correction (micro-eV)
  1: -39998.5378 | -39692.8310 | -39985.7035
  2: 857.8357 | 826.9340 | 855.6470
  3: -56.0624 | -51.6834 | -55.6090
  4: 6.1808 | 5.3837 | 6.0707
  5: -0.9618 | -0.7851 | -0.9313
  6: 0.1932 | 0.1472 | 0.1838
n: K_n (micro-eV) | rms of order n in Fmean, random alloy (meV)
  1: -3636.2307 | 138.55900
  2: 77.9851 | 6.96909
  3: -5.0966 | 0.83154
  4: 0.5619 | 0.13751
total rms of Fmean in the random alloy = 138.73671 meV
fcc shell: common neighbours | pair interaction V (meV)
  1: 4 | 1.15888
  2: 4 | 3.43134
  3: 2 | 1.71567
  4: 1 | 0.85784
  5: 0 | 0.00000
shell 1 parts: 4 J_2 = 3.43134, 2 K_1 = -7.27246, phi2 = 5.00000 meV
formation energy, meV/atom: full | up to 2 sites | 3 sites | 4 sites
  L1_0 AB: -38.9330 | -36.7218 | -36.7218 | -38.8262
  L1_2 A3B: -28.7014 | -27.5413 | -27.6966 | -28.6226
  L1_2 AB3: -28.3228 | -27.5413 | -27.3861 | -28.3120
random equiatomic mixing energy = -45.0333 meV/atom
largest error, 65536 triangular coefficients = 7.1e-15 eV
largest error, 20 random 108-site fcc energies = 4.3e-14 eV
\end{verbatim}
